# Why Longer Records Need Not Settle a Quantum Dot's Blinking On-Fraction

**Q:** I record the blinking of single nanocrystals and quote the fraction of time each one is bright. Two nominally identical dots gave very different values over 100 s. I take that as poor statistics: with ten times the record, the scatter should fall by about $\sqrt{10}$.

**A:** That rule needs on and off durations with finite means and variances. What do yours look like?

**Q:** Their histograms are power laws. Suppose the probability that a period outlasts $t$ is $P(t)=(t/\tau)^{-a}$ for $t>\tau$, and 1 before, with $0<a<1$. The mean duration is then infinite. Is that enough to keep the on-fraction random?

**A:** No, there is a further condition: the on and off exponents must be equal. Take that case first. Let all durations be independent, with shortest values $\tau_{\rm on}$ and $\tau_{\rm off}$, and start each record with a fresh on period. Let $S(t)$ be the on-time accumulated by time $t$, and $x_T=S(T)/T$ the on-fraction. Define

$$G(s,u)=\int_0^\infty e^{-st}\,E\!\left[e^{-uS(t)}\right]dt .$$

An on period of length $t$ contributes a factor $e^{-(s+u)t}$, an off period $e^{-st}$. With $\psi(s)$ the Laplace transform of a duration density, each complete cycle gives $\psi_{\rm on}(s+u)\psi_{\rm off}(s)$. The record ends in an unfinished period, whose weight is the transform of $P$. Integration by parts gives $\int_0^\infty e^{-st}P(t)\,dt=[1-\psi(s)]/s$. Summing the geometric series over complete cycles,

$$G=\frac{\dfrac{1-\psi_{\rm on}(s+u)}{s+u}+\psi_{\rm on}(s+u)\dfrac{1-\psi_{\rm off}(s)}{s}}{1-\psi_{\rm on}(s+u)\,\psi_{\rm off}(s)} .$$

**Q:** Where does the infinite mean enter?

**A:** At small $s$, which governs long times. A finite mean $m$ would give $1-\psi\approx ms$. Here

$$1-\psi(s)=s\int_0^\infty e^{-st}P(t)\,dt\approx s\int_0^\infty e^{-st}(t/\tau)^{-a}dt=A s^a,\qquad A=\Gamma(1-a)\,\tau^a .$$

Extending the power law below $\tau$ costs a term of order $s\tau$, which is smaller than $(s\tau)^a$. Now replace $u$ by $su$ and let $s\to0$. The factor $\psi_{\rm on}$ in the numerator tends to 1, and the denominator tends to $A_{\rm on}(s+su)^a+A_{\rm off}s^a$. With $p=A_{\rm on}/(A_{\rm on}+A_{\rm off})$ and $q=1-p$,

$$G(s,su)\to\frac1s\,\frac{p(1+u)^{a-1}+q}{p(1+u)^a+q}.$$

Since $S$ never decreases, $E[e^{-uS(tT)/T}]$ is monotone in $t$, and convergence of its transform implies convergence of the function itself. The scaling form shows that the limit depends on $ut$ alone, so $S(t)/t$ has a limiting distribution. For a variable $x$ with that distribution, $\int_0^\infty e^{-st}E[e^{-suxt}]dt=s^{-1}E[1/(1+ux)]$. Hence

$$E\!\left[\frac1{1+ux}\right]=\frac{p(1+u)^{a-1}+q}{p(1+u)^a+q}.$$

**Q:** Could that distribution still be a single sharp value?

**A:** Expand both sides in $u$, with $m_1=E[x]$ and $m_2=E[x^2]$, and multiply by the denominator:

$$(1-m_1u+m_2u^2)\left(1+pau+\tfrac12pa(a-1)u^2\right)=1+p(a-1)u+\tfrac12p(a-1)(a-2)u^2 .$$

First order gives $pa-m_1=p(a-1)$, so $m_1=p$. Second order gives

$$m_2=ap^2+\tfrac12p(a-1)\left[(a-2)-a\right]=ap^2+(1-a)p .$$

Therefore

$$\operatorname{Var}(x)=m_2-p^2=(1-a)\,p\,q .$$

No $T$ is left. The variance vanishes as $a\to1$, where the mean duration is about to become finite. As $a\to0$ it tends to $pq$, the value for a dot that is either on or off for the whole record.

**Q:** What is the full distribution?

**A:** Put $u=-1/z$. The left side becomes $zE[1/(z-x)]$, so

$$H(z)=E\!\left[\frac1{z-x}\right]=\frac1z\,\frac{pw^{a-1}+q}{pw^a+q},\qquad w=1-\frac1z .$$

Just above the real axis at $x$, the imaginary part of $H$ is $-\pi f(x)$, with $f$ the probability density. There $-1/z$ has a small positive imaginary part, so $w=re^{i\pi}$ with $r=(1-x)/x$. Then $w^a=r^ae^{i\pi a}$ and $w^{a-1}=-r^{a-1}e^{i\pi a}$. Multiplying numerator and denominator by the conjugate denominator leaves the imaginary part

$$\operatorname{Im}\left[(q-pr^{a-1}e^{i\pi a})(q+pr^ae^{-i\pi a})\right]=-pq\sin(\pi a)\,r^{a-1}(1+r),$$

and $1+r=1/x$. Divide by $q^2$, set $R=p/q=(\tau_{\rm on}/\tau_{\rm off})^a$, and multiply top and bottom by $x^{2a}$:

$$f(x)=\frac{\sin\pi a}{\pi}\,\frac{R\,x^{a-1}(1-x)^{a-1}}{R^2(1-x)^{2a}+x^{2a}+2R\cos(\pi a)\,x^a(1-x)^a}.$$

This is the Lamperti distribution. Its density diverges at both ends. Unless $a$ is close to 1, or $p$ is close to 0 or 1, nearly dark and nearly always bright records are both normal outcomes. For probabilities, use $v=[x/(1-x)]^a$, for which $dv=av\,dx/[x(1-x)]$. The density becomes $R\sin(\pi a)/(\pi a)$ divided by $(v+R\cos\pi a)^2+R^2\sin^2\pi a$, and its integral is

$$F(x)=\frac1{\pi a}\left[\arctan\frac{v+R\cos\pi a}{R\sin\pi a}-\frac\pi2+\pi a\right].$$

**Q:** Please put in numbers.

**A:** Take $a=0.6$, $\tau_{\rm on}=2$ ms and $\tau_{\rm off}=1$ ms. Then $R=2^{0.6}=1.516$, $p=1.516/2.516=0.603$, and the standard deviation is $\sqrt{0.4\times0.603\times0.397}=0.31$. I simulated 6000 identical dots by drawing durations from the two power laws:

| Record (s) | Mean $x$ | Standard deviation |
|---:|---:|---:|
| 1 | 0.610 | 0.310 |
| 10 | 0.601 | 0.310 |
| 100 | 0.602 | 0.313 |
| 1000 | 0.599 | 0.312 |

A thousandfold longer record does not narrow the spread. The formula for $F$ gives a 9% chance of $x<0.1$ and a 22% chance of $x>0.9$; the simulated shares at 1000 s are 10% and 23%.

The mean over dots is reproducible. For a standard error of 0.02 you need $(0.3095/0.02)^2\approx240$ independent dots at fixed record length, if each record begins with a fresh on period as assumed above. If the dots have already been blinking for a time comparable to the record, long periods are already under way when recording starts. The spread is then wider, and more dots are needed.

**Q:** Then each dot has its own on-fraction, and a long record reveals it?

**A:** The dots in this model have identical parameters, and their running averages keep moving. Three of them gave:

| Dot | 1 s | 10 s | 100 s | 1000 s |
|---:|---:|---:|---:|---:|
| 1 | 0.565 | 0.392 | 0.395 | 0.040 |
| 2 | 0.429 | 0.616 | 0.953 | 0.927 |
| 3 | 0.748 | 0.184 | 0.064 | 0.846 |

Dot 1 had been on for 39.5 s after 100 s and for about 40 s after 1000 s, so it was dark for nearly all of the last 900 s.

**Q:** How much does the early record say about the later one?

**A:** Find the chance that one period covers both $t_1$ and $t_2>t_1$. The rate of cycle starts has transform $1/(1-\psi_{\rm on}\psi_{\rm off})\approx1/(As^a)$, now with $A=A_{\rm on}+A_{\rm off}$, so at long times it is $t^{a-1}/[A\Gamma(a)]$. Off periods start at the same asymptotic rate. An on period outlasts $t$ with probability $A_{\rm on}t^{-a}/\Gamma(1-a)$, and similarly for off. Adding both kinds, the chance is

$$I(t_1/t_2)=\frac1{\Gamma(a)\Gamma(1-a)}\int_0^{t_1}t'^{\,a-1}(t_2-t')^{-a}dt'=\frac{\sin\pi a}{\pi}\int_0^{t_1/t_2}y^{a-1}(1-y)^{-a}dy .$$

A fraction $p$ of these covering periods is on. If a switch intervenes, the dot has restarted, and at long times it is on at $t_2$ with probability $p$ whatever its state at $t_1$. Thus

$$P(\text{on at both})-p^2=pI+p^2(1-I)-p^2=pq\,I(t_1/t_2).$$

Memory depends on the ratio of the times, so it stretches as the record grows. Integrating over both times and dividing by $T^2$ gives $\operatorname{Var}(x_T)=pq\int_0^1I(r)\,dr$. By parts, the integral is 1 minus the mean of a beta distribution with parameters $a$ and $1-a$. That mean is $a$, so the earlier variance returns.

For records $T$ and $cT$ of the same dot, split the longer one at $T$. The correlation of the two on-fractions is

$$\rho(c)=\frac1c\left[1+\frac1{1-a}\int_1^c db\int_0^1dr\,I(r/b)\right].$$

At small argument $I\propto(r/b)^a$, so $\rho$ falls as $c^{-a}$ for large $c$. Numerical integration gives 0.42 for $c=10$ and 0.03 for $c=1000$; the simulation gave 0.44 (100 s against 1000 s) and 0.02 (1 s against 1000 s). The longer record eventually draws a nearly fresh random value.

**Q:** You said that infinite means are not enough. What if the exponents differ?

**A:** Let $d=a_{\rm on}-a_{\rm off}>0$, both exponents still below 1. The probability of being on has transform $(1-\psi_{\rm on})/[s(1-\psi_{\rm on}\psi_{\rm off})]$: a cycle has started and its on period is unfinished. At small $s$ the off term dominates the denominator, leaving $(A_{\rm on}/A_{\rm off})s^{d-1}$, where each $A$ uses its own exponent. In time this is $(A_{\rm on}/A_{\rm off})t^{-d}/\Gamma(1-d)$. Averaging over the record divides by $1-d$:

$$E[x_T]\approx\frac{A_{\rm on}}{A_{\rm off}}\,\frac{T^{-d}}{\Gamma(2-d)} .$$

Because $0\le x\le1$, $\operatorname{Var}(x)\le E[x^2]\le E[x]$, so the spread vanishes too. The on-fraction tends to 0; for $d<0$ it tends to 1 by the same argument with the states exchanged.

The approach is slow. With exponents 0.8 (on) and 0.5 (off) and the same shortest durations, 3000 simulated dots gave a mean falling from 0.327 at 1 s to 0.068 at 1000 s. The standard deviation fell from 0.280 to 0.128. It starts below the mean at 1 s but is nearly twice the mean at 1000 s, so a finite experiment can look irreproducible even though the limit is sharp.

**Q:** No real dot has a power law out to infinite time. Does a cutoff rescue my $\sqrt{T}$ rule?

**A:** If both tails are cut off, yes, for records far beyond the cutoffs. Let the durations have means $m_{\rm on},m_{\rm off}$ and variances $v_{\rm on},v_{\rm off}$. The limiting fraction is $p_c=m_{\rm on}/(m_{\rm on}+m_{\rm off})$. In one cycle, on-time minus $p_c$ times the cycle length equals $(1-p_c)t_{\rm on}-p_ct_{\rm off}$. This has mean zero and variance $(1-p_c)^2v_{\rm on}+p_c^2v_{\rm off}$. Multiply by the mean number of cycles, $T/(m_{\rm on}+m_{\rm off})$, and divide by $T^2$:

$$\operatorname{Var}(x_T)\approx\frac{v_{\rm on}m_{\rm off}^2+v_{\rm off}m_{\rm on}^2}{(m_{\rm on}+m_{\rm off})^3\,T}.$$

Return to $a=0.6$ and end any on period at 10 s and any off period at 100 s. Integrating the survival probabilities gives means of 0.148 s and 0.249 s, and variances of 0.840 s² and 14.22 s². Then $p_c=0.37$ and $\operatorname{Var}(x_T)\approx(5.83\ \text{s})/T$. A standard deviation of 0.05 needs $5.83/0.05^2\approx2300$ s.

In 1500 simulated dots the standard deviation was 0.318 at 10 s, 0.229 at 100 s and 0.076 at 1000 s. The mean also moved, from 0.593 at 10 s to 0.378 at 1000 s, because the on tail is cut first.

**Q:** And if only the on periods are cut off?

**A:** Then $1-\psi_{\rm on}\approx m_{\rm on}s$, while the off term keeps $A_{\rm off}s^a$. The on-probability has transform $m_{\rm on}/(A_{\rm off}s^a)$. Inverting and averaging over the record gives

$$E[x_T]\approx\frac{m_{\rm on}T^{a-1}}{A_{\rm off}\Gamma(1+a)} .$$

The dots darken statistically without any damage. A record shorter than the on cutoff is unaffected by it, so the formula holds only once $T$ is far beyond that cutoff and, in addition, $m_{\rm on}T^{a-1}/A_{\rm off}\ll1$. With the 10 s on cutoff alone, the simulated mean fell from 0.609 at 10 s to 0.239 at 1000 s. The formula gives 0.30 at 1000 s, where that ratio is still 0.27, so the limit has not yet been reached.

**Q:** How close is this to my CdSe dots?

**A:** The common exponent 0.6 is a round value in the rough regime of single core–shell CdSe nanocrystals under continuous illumination at room temperature. The equality of the on and off exponents, the shortest durations and both cutoffs are assumptions; real cutoffs vary with the sample and the excitation. For the numbers used here, the assumption of endless tails matters a great deal: the two cutoffs reduce the 1000 s spread from 0.31 to 0.076.

Permanent bleaching at a constant rate, the same in both states, with an assumed mean lifetime $L=3600$ s would end 24% of records within $T=1000$ s. The mean observed time is $L(1-e^{-T/L})$, so without cutoffs the mean on-fraction becomes $pL(1-e^{-T/L})/T=0.53$ instead of 0.60.

Detection matters much less here. I simulated 100 s records with 10 ms bins, 20,000 signal and 1000 background counts per second, photon noise, and a threshold of 110 counts per bin. The root-mean-square error in $x$ was 0.001 for this bin width and record length; it grows for wider bins or shorter records. This concerns $x$ only: how binning and threshold affect the exponents and cutoffs read from the histograms is not examined. Intermediate brightness levels, correlations between successive durations and differences in parameters from dot to dot are left out, and I have no estimate of their effect.

**Q:** So before extending a record, I should compare the two tails and look for their cutoffs.

**A:** Yes. With equal exponents and records well inside both cutoffs, measure more dots. Far beyond both cutoffs, longer records do reduce the scatter, down to whatever real differences between the dots remain.
